# Electric field at the neutrality line of a graphene p-n junction

A graphene sheet lies in a medium of relative permittivity $\kappa$. Gates make it n-type for $x>0$ and p-type for $x<0$, and everything is uniform along $y$. The problem is to find the electric field $F$ on the neutrality line $x=0$, and how it depends on the steepness of the junction.

The conventions are these. $n(x)$ is the electron density relative to neutrality, negative for holes. $U(x)$ is the potential energy of an electron, with the common Fermi level at zero. The Coulomb coupling is

$$\alpha=\frac{e^2}{4\pi\varepsilon_0\kappa\hbar v},$$

where $v$ is the Dirac velocity, and we take $\alpha\ll1$. The classical density $n_{cl}(x)$ is the one the sheet would carry, with the same gate voltages, if it were a perfect conductor. Near the line $n_{cl}=gx$ with $g>0$. Temperature is zero and there is no disorder until part (g). The gates, and the places where $n_{cl}$ stops being linear, are taken to be far away compared with the lengths found below.

**(a) Find the equation that determines the density profile.**

*Solution.* Where the potential varies slowly, each point is a uniform electron gas (the Thomas-Fermi approximation). Let $k(x)$ be the local Fermi wave number, positive for electrons and negative for holes. The Fermi level is then $U+\hbar vk=0$, so $U=-\hbar vk$. With four-fold spin and valley degeneracy, a filled disc of radius $|k|$ holds $4\pi k^2/(2\pi)^2=k^2/\pi$ carriers per area. With the sign included,

$$n=\frac{k|k|}{\pi}.$$

Next, the electrostatics. A line of electrons at distance $X$, with unit number per length, pushes an electron away with the force

$$\alpha\hbar v\int_{-\infty}^{\infty}\frac{X\,dy}{(X^2+y^2)^{3/2}}
=\alpha\hbar v\left[\frac{y}{X\sqrt{X^2+y^2}}\right]_{-\infty}^{\infty}=\frac{2\alpha\hbar v}{X}.$$

The density $n_{cl}$ together with the gates gives no in-plane field, by definition. By superposition, the field comes from the difference $n-n_{cl}$ alone; the response of the distant gates to this difference is neglected. The force is $-U'=\hbar vk'$, hence

$$k'(x)=2\alpha\,P\!\!\int_{-\infty}^{\infty}\frac{n(x')-n_{cl}(x')}{x-x'}\,dx',\qquad n=\frac{k|k|}{\pi}, \tag{1}$$

where $P$ denotes the principal value. The wanted field is $e|F|=\hbar v\,k'(0)$.

**(b) Show that perfect screening cannot hold near the line. Estimate self-consistently where it fails, and deduce how the field scales with $g$ and $\alpha$.**

*Solution.* Suppose $n=n_{cl}$. For $x>0$ this gives $k=\sqrt{\pi gx}$ and

$$k'=\frac12\sqrt{\frac{\pi g}{x}},$$

which diverges at the line. Yet a field needs a charge imbalance to produce it. If the sheet failed to supply the classical density throughout $|x'|<x$, the imbalance would be $-gx'$ there, and (1) would give at the origin

$$2\alpha\int_{-x}^{x}\frac{-gx'}{-x'}\,dx'=4\alpha gx .$$

The field required for perfect screening falls with distance as $x^{-1/2}$, while the field available from a complete failure of screening grows as $x$. Far out, a small imbalance suffices and $n\approx n_{cl}$. Close in, even a complete imbalance is too weak. The crossover length $L$ and the wave number $K$ reached there are fixed by two conditions, in which the numerical factors are chosen for later convenience:

$$K^2=\pi gL,\qquad \frac KL=2\alpha gL .$$

The first says that the density at $L$ is of the classical size, the second that the field is the one made by the imbalance. The second gives $K=2\alpha gL^2$. Inserted in the first, $4\alpha^2g^2L^4=\pi gL$, so

$$L^3=\frac{\pi}{4\alpha^2g}. \tag{2}$$

The scale of the slope is therefore

$$\frac KL=2\alpha g\left(\frac{\pi}{4\alpha^2g}\right)^{1/3}=(2\pi)^{1/3}\alpha^{1/3}g^{2/3}, \tag{3}$$

since $2(\pi/4)^{1/3}=(8\pi/4)^{1/3}$. The field scales as $g^{2/3}$ at fixed $\alpha$. A steeper junction has a larger density gradient but also a shorter length over which screening fails, $L\propto g^{-1/3}$, so the field $\propto gL$ grows more slowly than $g$.

**(c) Turn the estimate into a law with a definite coefficient.**

*Solution.* Put $x=Ls$ and $k=Kq(s)$ in (1). The left side is $(K/L)q'(s)$. On the right,

$$n-n_{cl}=\frac{K^2}{\pi}q|q|-gLs=gL\,(q|q|-s),$$

while $dx'/(x-x')=ds'/(s-s')$ has no scale. The prefactor is $2\alpha gL=K/L$ and cancels:

$$q'(s)=P\!\!\int_{-\infty}^{\infty}\frac{q|q|-s'}{s-s'}\,ds'. \tag{4}$$

No parameter is left. If (4) has a solution with finite slope $c=q'(0)$, then $k'(0)=cK/L$, and the exponents of (3) hold within the model rather than as an estimate.

To solve (4), use that $q$ is odd. Pairing $s'$ with $-s'$ turns the kernel into $1/(s-s')-1/(s+s')$ on $s'>0$. Integration over $s$ from 0 gives

$$q(s)=\int_0^\infty\left[s'-q^2(s')\right]\ln\left|\frac{s'+s}{s'-s}\right|ds'. \tag{5}$$

Numerical solution on a stretched grid gives $c=1.4486$ with 250 cells and $1.4493$ with 500. The value is still rising with the grid and converges to $1.4496$; the difference is immaterial below, where $c\approx1.449$ is used. Thus

$$\boxed{\,e|F|=C\,\hbar v\,\alpha^{1/3}g^{2/3},\qquad C=(2\pi)^{1/3}c\approx2.67\,} \tag{6}$$

A test that does not use the scaling starts from (1) with the periodic density $n_{cl}=g\lambda\sin(x/\lambda)$. For a sine wave, $P\!\int\sin(Qx')/(x-x')\,dx'=-\pi\cos(Qx)$, so the Fourier amplitudes obey

$$k_Q=\frac{2\pi\alpha}{Q}\,(n_{cl}-n)_Q. \tag{7}$$

With $\lambda=3200$ nm and $\alpha=0.12$ held fixed, raising $g$ from $1\times10^{-4}$ to $8\times10^{-4}$ nm$^{-3}$ raises $k'(0)$ from $2.840\times10^{-3}$ to $1.1346\times10^{-2}$ nm$^{-2}$. The ratio is 3.995, against $8^{2/3}=4$, an exponent of 0.666. With $g=10^{-4}$ nm$^{-3}$ fixed and $\alpha$ raised from 0.06 to 0.24, the exponent of $\alpha$ is 0.333. The steeper junction gives $C=2.669$, within 0.2% of the value from (5).

**(d) How does the density approach $n_{cl}$ far from the line?**

*Solution.* For large $s$, $q\approx\sqrt s$ and $q'\approx\tfrac12s^{-1/2}$. The deficit $d(s)=s-q^2$ must generate this slope. Try $d=A\,s^{-1/2}$ for $s>0$, continued as an odd function. The required integral is

$$I=\int_0^\infty\frac{1}{\sqrt{s'}}\left[\frac1{s-s'}-\frac1{s+s'}\right]ds'
=\frac{2}{\sqrt s}\int_0^\infty\left[\frac1{1-w^2}-\frac1{1+w^2}\right]dw,$$

with $s'=sw^2$ and the principal value understood. The first term vanishes, because $w\to1/w$ maps the part $w>1$ onto minus the part $w<1$. The second gives $\pi/2$, so $I=-\pi s^{-1/2}$. Equation (4) reads $q'=-AI=\pi As^{-1/2}$, and comparison with $\tfrac12s^{-1/2}$ gives $A=1/(2\pi)$:

$$\frac{n}{n_{cl}}\simeq1-\frac{1}{2\pi s^{3/2}}\qquad(s\gg1). \tag{8}$$

At $s=5$ this is $1-0.0142=0.986$, in agreement with the computed 0.9858. Screening is thus nearly complete a few $L$ from the line.

The tail also makes the field at the line finite. At $s=0$, (4) becomes $c=2\int_0^\infty d(s')\,ds'/s'$, whose integrand falls as $s'^{-3/2}$. The part from beyond $S$ is $4A/\sqrt S=2/(\pi\sqrt S)$, which decreases slowly. This is not the error made when $n_{cl}$ bends at $S$: the deficit there changes form rather than disappearing, and the inner region readjusts. That error has to be found by solving (7), as in part (f).

**(e) What is the gradient of the actual density at the line?**

*Solution.* Near the line $q\approx cs$, so for $x>0$

$$n=gLq^2\approx gLc^2s^2=\frac{c^2g}{L}\,x^2 .$$

The actual density gradient at $x=0$ is zero in this approximation. The gradient in (6) must therefore be that of the classical density, which the gates set. The gradient of the actual density comes close to it only away from the line, from about $x=L/2$ outward. At $s=0.1$ the sheet holds 20% of the classical density, at $s=1$ it holds 85%. The field at the line is produced by this shortfall of carriers on either side. At zero temperature the shortfall is a large fraction of $n_{cl}$ there because the density of states of graphene vanishes at neutrality, so a small shift of the potential energy brings in few carriers.

**(f) When is the Thomas-Fermi approximation justified? Evaluate the field for a gradual junction in a high-permittivity oxide.**

*Solution.* The approximation needs many wavelengths within the length over which $k$ changes. From (2),

$$KL=2\alpha gL^3=\frac{\pi}{2\alpha},$$

which is large at weak coupling, whatever $g$ is. At the line itself $k\to0$ and the condition $|k'|/k^2\ll1$ fails. With $k\approx k'(0)x$ it reads $x^2\gg1/k'(0)$, so the approximation breaks down within the quantum length $l=k'(0)^{-1/2}$. Its relative size is

$$\left(\frac lL\right)^2=\frac{1}{k'(0)L^2}=\frac1{cKL}=\frac{2\alpha}{\pi c}. \tag{9}$$

Inside this strip $l$ is the only length, so the density error is of order $1/l^2$. If it dies away outside, (1) gives a change in slope of order $2\alpha\int\delta n\,dx/x\sim\alpha/l^2=\alpha k'(0)$. The relative change is of order $\alpha$, which vanishes at weak coupling.

This was tested by diagonalizing the Dirac Hamiltonian with $k(x)=a\cos x$ in dimensionless units. The rms error of the Thomas-Fermi density, relative to the rms variation of that density, is about 3% for $a=6$ and 0.7% for $a=18$. Fed into (1) to first order, the density error changes the field at a node by the fraction $-\alpha G$, with $G\approx0.50$ and $0.65$ respectively. Neither value is converged in the last digit: finer momentum sampling and larger cutoffs raise the first to about 0.57 and move the second by 0.01 to 0.02, to about 0.64. The two do not show that $G$ has reached a limit. But $a$ plays the part of $KL\propto1/\alpha$, and when $a$ triples, $\alpha G$ falls to roughly 0.4 of its value. A constant $G$ would give one third, so the correction does shrink with the coupling, but these two values do not establish strict proportionality to $\alpha$.

For the example take the rough values $\kappa=18$, $v=10^6$ m/s and $g=10^{10}$ cm$^{-2}$ per nm, which is $10^{-4}$ nm$^{-3}$. Then $\hbar v=0.6582$ eV nm and $\alpha=0.1215$. Equation (2) gives

$$L=\left(\frac{3.1416}{4\times0.1215^2\times10^{-4}}\right)^{1/3}\text{nm}=81.0\ \text{nm},$$

and $K=2\alpha gL^2=0.1595$ nm$^{-1}$, an energy $\hbar vK=105$ meV. The slope is $cK/L=1.449\times0.1595/81.0=2.85\times10^{-3}$ nm$^{-2}$, and

$$e|F|=0.6582\times2.854\times10^{-3}\ \text{eV/nm}=1.88\ \text{meV/nm},$$

or $F=0.019$ MV/cm. Here $KL=12.9$ lies between the two tested amplitudes, and $l=18.7$ nm is $0.23L$. Taking $G=0.65$, the quantum correction is about $-8\%$ to first order. This gives only its size, since the readjustment of the surrounding density is left out.

Let the classical density be $g\lambda\sin(x/\lambda)$ with $\lambda=500$ nm, so that it peaks at $5\times10^{12}$ cm$^{-2}$. Solving (7) for this profile changes the field by $-0.7\%$ relative to (6). A gate plane 500 nm away changes it by a further $-0.2\%$. The assumption of distant boundaries is thus good here, with $\lambda$ about six times $L$.

**(g) How does temperature change the law, and which limits matter in a real device?**

*Solution.* Let $\tau=k_BT/\hbar v$ and let $f(z)=1/(e^{z/\tau}+1)$. Thermal electrons minus thermal holes give

$$n=\frac2\pi\int_0^\infty p\,[f(p-k)-f(p+k)]\,dp .$$

For $|k|\ll\tau$ the bracket is $-2kf'(p)$. Integration by parts leaves

$$n\approx\frac{4k}{\pi}\int_0^\infty f\,dp=\beta k,\qquad \beta=\frac{4\ln2}{\pi}\,\tau. \tag{10}$$

Thermal carriers screen even at neutrality. The linear density (10) equals the zero-temperature density $k^2/\pi$ at $k=4\ln2\,\tau=2.77\tau$. The law (6) therefore needs $2.77\,k_BT\ll\hbar vK$. At 300 K, $k_BT=25.9$ meV and the left side is 72 meV, against 105 meV. The condition fails, and the full solution with thermal density shows a field 29% below its zero-temperature value for the same profile and gate. With width, gate and temperature included it is 1.32 meV/nm.

The opposite limit has a different exponent. Inserting $n=\beta k$ in (7) gives $k_Q=(n_{cl})_Q/[\beta+Q/(2\pi\alpha)]$. For variations slower than the thermal screening length $1/(2\pi\alpha\beta)$, $k\approx n_{cl}/\beta$, and

$$e|F|\approx\frac{\hbar vg}{\beta}=\frac{\pi(\hbar v)^2g}{4\ln2\;k_BT}.$$

The field is now linear in $g$ and independent of $\alpha$. This requires the region where (10) holds, of width $\tau\beta/g$, to exceed the screening length:

$$2\pi\alpha\beta\,\frac{\tau\beta}{g}=\frac{32(\ln2)^2\alpha\tau^3}{\pi g}\gg1 .$$

For the example at 300 K, $\tau=0.0393$ nm$^{-1}$ and this number is 0.36. The junction lies between the two limits, and neither power law should be expected of it at room temperature.

Exchange with the filled lower band raises the velocity. A state at $k$ in the upper band gains $\tfrac12\alpha\hbar v\int p\,dp\,\langle\cos\theta/|\mathbf p-\mathbf k|\rangle$, where $\theta$ is the angle between $\mathbf p$ and $\mathbf k$. For $p\gg k$ the angular average is $k/(2p^2)$, so $\delta v/v=(\alpha/4)\int dp/p$. With rough cutoffs at $1/l$ and at the inverse lattice constant, $1/(0.246\ \text{nm})$, the logarithm gives 13% if $\kappa=18$ is used throughout. The constant that accompanies the logarithm depends on the lattice and is left out, though it can be of comparable size. Since $\alpha\propto1/v$ at fixed $\kappa$, the field (6) scales as $v^{2/3}$, so a uniform rise of 13% in $v$ would raise it by 9%. This gives only the size of the effect: exchange among the sheet's own carriers, also of order $\alpha$, lowers the Fermi energy at a given density and is not included. For a real high-permittivity oxide these figures are likely too low. Much of its static permittivity comes from the motion of ions, which cannot follow the fast virtual transitions at large $p$, so the coupling there is stronger. Part of this is already counted if $v$ is a measured velocity. The logarithm also makes $v$ drift slowly with $g$, so (6) is a leading-order law in $\alpha$.

Set beside real devices, $\kappa=18$ is a rough value for hafnium dioxide on both sides of the sheet, while the oxide thickness of 500 nm was chosen to keep the gate distant compared with $L$; for a much thinner oxide the gate must be included when solving for the field. For a gate potential that varies sinusoidally, as this profile requires, the largest oxide field, at the gate, is 0.78 MV/cm, below a rough breakdown field of 4 MV/cm. Two flat gates separated by a narrow gap can have a much larger field in the gap, which must be checked separately. Of the three effects found by solving (7), namely finite width, gate and temperature, room temperature moves the result most, by the 29% found above. Charge puddles break another assumption. A rough $10^{11}$ cm$^{-2}$ is 12% of the density scale $gL=8.1\times10^{11}$ cm$^{-2}$. If this figure is the classical density induced by stray charge, a puddle much wider than $L$ displaces the neutrality line by about $10^{11}/10^{10}=10$ nm, and a narrower one displaces it less. If it is the carrier density found in the neutral sheet, which is what puddle measurements report, the stray charge behind a narrow puddle is larger, because screening at neutrality is incomplete. For stripe-shaped Gaussian puddles of standard deviation 15 to 40 nm the displacement is then about 14 nm. On silicon dioxide with air above, $\kappa\approx2.5$ gives $\alpha\approx0.1215\times18/2.5=0.87$. Equation (9) then gives $l/L\approx0.6$, and the coefficient in (6) is no longer justified by weak coupling.

## Numbers as computed

```
UNIVERSAL PROFILE
c = q'(0), 250 / 500 grid cells: 1.44857 / 1.44929
C = c (2 pi)^(1/3): 2.6743
far-field deficit / predicted, at s = 49.7: 1.0000
true density / (c s)^2 at s = 0.05: 0.9852
s = 0.1: q = 0.1416, density/classical = 0.2004
s = 0.5: q = 0.5782, density/classical = 0.6686
s = 1.0: q = 0.9232, density/classical = 0.8523
s = 2.0: q = 1.3744, density/classical = 0.9444
s = 5.0: q = 2.2201, density/classical = 0.9858
PERIODIC JUNCTION, SOLVED WITHOUT SCALING
k'(0) at g = 1e-04 nm^-3, alpha = 0.12: 2.83982e-03 nm^-2
k'(0) at g = 8e-04 nm^-3, alpha = 0.12: 1.13462e-02 nm^-2
exponent of g: 0.6661
exponent of alpha (0.06 to 0.24): 0.3331
coefficient C from this solver: 2.6693
THOMAS-FERMI AGAINST DIRAC DIAGONALIZATION
relative rms density error, amplitude 6 / 18: 0.0288 / 0.0072
field-shift number G, amplitude 6 / 18: 0.504 / 0.651
WORKED EXAMPLE
kappa = 18, v = 1.0e+06 m/s, hbar v = 0.6582 eV nm
g = 1.0e+10 cm^-2 per nm = 1.0e-04 nm^-3
alpha = 0.1215
screening length L = 81.0 nm
K = 0.1595 nm^-1, energy hbar v K = 105.0 meV
K L = 12.92
k'(0) from the law = 2.8540e-03 nm^-2
field e|F| = 1.879 meV/nm, F = 0.0188 MV/cm
quantum length l = 18.7 nm, l/L = 0.231
NEGLECTED EFFECTS FOR THE EXAMPLE
peak density = 5.0e+12 cm^-2, profile length = 500 nm
finite width changes field by -0.69 %
gate at 500 nm changes it further by -0.24 %
300 K changes it further by -29.09 %
field with width, gate, 300 K = 1.320 meV/nm
thermal length kB T/(e|F|) at 300 K = 13.8 nm
quantum density correction, first order: -7.91 %
velocity renormalization: v 13.2 %, field 8.8 %
density scale g L = 8.10e+11 cm^-2
puddle density (rough) = 1e+11 cm^-2, over g L = 0.123
largest oxide field = 0.78 MV/cm; rough breakdown = 4 MV/cm
```
